Divacancies, Solute–Vacancy Pairs and the Curvature of Arrhenius Plots

## Counting vacancies, divacancies and solute–vacancy pairs

Consider a dilute substitutional alloy in which every lattice site has z nearest neighbours and a fraction x of the atoms are solutes. Let g₁ be the free energy needed to form one isolated vacancy in the pure host, and let

y = exp(−g₁/kT).

Let g₂ be the binding free energy of two neighbouring vacancies and g_s that of a vacancy and a neighbouring solute, both counted positive for attraction. With the abbreviations

B₂ = exp(g₂/kT),  B_s = exp(g_s/kT),

the equilibrium numbers per lattice site are, to leading order in dilution,

divacancies: c₂ = (z/2) y² B₂,

solute–vacancy pairs: c_p = z x y B_s,

vacancies outside divacancies: c_L = y (1 − zx + zx B_s),

all vacant sites: c = c_L + 2c₂.

The third line is the Lomer equation. The populations have different formation enthalpies, so a plot of ln c against 1/T is curved even when every enthalpy and entropy is constant. With constant parameters and zx < 1 the curvature of this formula is never negative. The formula assumes B₂ ≫ 1; for weakly bound or repelling vacancies a dropped term of order zy² can reverse the sign.

The binding free energies refer to one pair in one given orientation. The number of orientations is not hidden in them; it appears as z/2 or z. Energies are in electronvolts and temperatures in kelvin, the natural units for defect populations. The pressure is fixed, and g₁ = h₁ − T s₁ contains the relaxation of the neighbouring atoms and the change in their vibrations, but not the entropy of choosing a site.

The first convention that matters is what stays fixed when a vacancy forms. An atom leaves its site and is built in again at a surface, a dislocation or another sink. No atom is lost, and the crystal gains one site. With M atoms and n vacancies there are therefore L = M + n sites. For a pure host with vacancies that do not interact, the free energy is

G(n) = G(0) + n g₁ − kT ln[(M + n)!/(M! n!)].

For large numbers, d ln(m!)/dm = ln m, and hence

dG/dn = g₁ − kT [ln(M + n) − ln n].

Setting this to zero gives

n/(M + n) = exp(−g₁/kT) = y.

Thus y is the site fraction of vacancies in this reference system. Had the number of sites been fixed and the atoms' chemical potential held at its vacancy-free value, the result would have been y/(1 + y). The two differ by a relative amount of order y.

Now let N₂ divacancies be present. A crystal of L sites has zL/2 nearest-neighbour bonds, because counting z bonds from every site counts each bond twice. A divacancy occupies one bond, and exchanging its two vacancies gives nothing new. While divacancies are so few that they do not get in each other's way, the number of arrangements is

W₂ = (zL/2)^N₂ / N₂!,

and each divacancy costs 2g₁ − g₂. Adding one more changes ln W₂ by ln(zL/2) − ln N₂. The growth of L changes the site-selection entropy too, but this alters c₂ only by a relative amount of order c, which is dropped. The minimum condition is

2g₁ − g₂ − kT ln[zL/(2N₂)] = 0,

so that

c₂ = N₂/L = (z/2) exp[−(2g₁ − g₂)/kT] = (z/2) y² B₂.

Each divacancy contains two vacant sites, and its contribution to c is

2c₂ = z y² B₂.

The factor z/2 therefore belongs to the number of divacancies and the factor z to the number of vacant sites they hold. Confusing the two changes the divacancy contribution by a factor of two.

For a solute and a vacancy the partners are distinguishable. Each of the zL/2 bonds can hold the pair in two ways, with the vacancy at one end or at the other, which gives zL placements. This is the origin of the factor z in c_p. To obtain the Lomer equation one must also find how many vacancies have no solute neighbour, and for that it helps to count all arrangements together.

Let N_B of the M atoms be solutes, with x = N_B/M. Apart from their binding to vacancies the solutes are taken to be ideal: without vacancies, every arrangement of the atoms has the same energy. With n vacancies, the vacant sites can be chosen in (M + n)!/(M! n!) ways. The atoms can then be distributed over the remaining M sites in M!/[N_B!(M − N_B)!] ways, a number that does not depend on n. The sum of Boltzmann weights for n vacancies is thus proportional to

Z_n = [(M + n)!/(M! n!)] yⁿ qⁿ,

where q is the average of exp(G_bind/kT) over the random occupations of the neighbour shell of one vacancy, and G_bind is the total binding free energy of that vacancy to its solute neighbours. Writing qⁿ assumes that the vacancies are far apart and that they bind only a small part of the solutes, so that each shell samples the same random solution. The most probable n satisfies Z_n = Z_(n−1), which is

[(M + n)/n] y q = 1,

or

c = n/(M + n) = y q.

The alloy multiplies the vacancy concentration of the pure host by the mean Boltzmann factor of binding.

To first order in x, the shell of z sites contains one solute with probability zx and none with probability 1 − zx. The Boltzmann factor is B_s in the first case and 1 in the second. Therefore

q = (1 − zx)·1 + zx B_s,

and c_L = yq is the Lomer equation. Its two parts are the vacancies without a solute neighbour, y(1 − zx), and the pairs, c_p = zxyB_s. For g_s = 0 we have B_s = 1 and q = 1: solutes that do not bind leave the number of vacancies unchanged and merely relabel some of them as pairs. For strong repulsion B_s tends to zero, and q tends to 1 − zx, because the sites next to solutes are then closed to vacancies.

One might expect −(z + 1)x in place of −zx, because a vacancy cannot sit on a site occupied by a solute. The count on a fixed lattice shows where the additional x goes. There, a host atom is replaced by a vacancy that has no solute neighbour. The site itself and its z neighbours must all be free of solute, which has probability (1 − x)^(z+1). But the removed host atom goes to a reservoir at the chemical potential of the host in the alloy, which for an ideal solution is

μ_A(x) = μ_A(0) + kT ln(1 − x).

Removing an atom contributes the factor exp(−μ_A/kT), which is larger than in the pure host by 1/(1 − x). The product is

(1 − x)^(z+1)/(1 − x) = (1 − x)^z ≈ 1 − zx.

The two descriptions agree. In the first one the result is immediate, since inserting a vacancy never removes a solute.

The Lomer equation is linear in x, and its range of validity depends on what happens when a vacancy has two or more solute neighbours. Write f = B_s − 1, so that Lomer's factor is 1 + zxf. Suppose first that binding is additive: k solute neighbours bind with k g_s. Each of the z sites then contributes independently the average (1 − x) + xB_s = 1 + xf, and

q_add = (1 + xf)^z = 1 + zxf + [z(z − 1)/2] x²f² + … .

The ratio of the third term to the second is

(z − 1) x f/2.

Diluteness in the sense zx ≪ 1 is not enough to make this small, because f grows exponentially on cooling. Now suppose instead that binding saturates: the first solute neighbour binds with g_s and further ones add nothing. The shell is free of solute with probability (1 − x)^z, and

q_sat = (1 − x)^z + [1 − (1 − x)^z] B_s = 1 + [1 − (1 − x)^z] f.

Since

1 − (1 − x)^z = zx − [z(z − 1)/2] x² + …,

Lomer's binding term zxf is now too large by a relative amount of about (z − 1)x/2, at every temperature. The condition for Lomer's factor therefore depends on the rule. With saturating binding it is zx ≪ 1. With additive binding it is (z − 1)x|f|/2 ≪ 1, which for attraction means a high enough temperature. The split into y(1 − zx) and zxyB_s needs zx ≪ 1 under either rule. If complexes with several solutes bind more strongly than additively, these conditions are not sufficient. Real binding may follow neither rule. The two serve here to show how much depends on complexes with more than one solute.

A further condition is that the solutes are not used up. The fraction of solutes that hold a vacancy is

c_p/x = z y B_s,

and it must be small. If a solute can hold at most one vacancy, it has a state without a vacancy, of weight 1, and states with one, of total weight zyB_s. The occupied fraction is then zyB_s/(1 + zyB_s), and the leading formula overestimates c_p by the relative amount zyB_s.

It remains to see what was neglected when the divacancies were simply added to the isolated vacancies. Return to the pure host, and place n vacancies at random on L sites. There are about n²/2 pairs of vacancies, and each pair is adjacent with probability z/L. The expected number of adjacent pairs is

m = z n²/(2L).

At low density these are rare and nearly independent events, so their number K follows a Poisson distribution of mean m, for which the average of B₂^K is exp[m(B₂ − 1)]. Hence

ln Z_n = ln[(M + n)!/(M! n!)] + n ln y + z n²(B₂ − 1)/[2(M + n)].

Differentiate with respect to n, and write c = n/(M + n). The first term gives ln[(M + n)/n] = −ln c. The last gives z(B₂ − 1)(c − c²/2), of which the leading part z(B₂ − 1)c is kept. At the maximum

ln c = ln y + z(B₂ − 1)c,

and expansion to second order in y yields

c = y + z y²(B₂ − 1) + … .

The factor 1/2 of the pair count has disappeared because the derivative of n²/2 is n: a newly inserted vacancy can pair with any of the n present. The result resembles the Lomer equation with the vacancies themselves in the role of the solutes. Comparison with 2c₂ = zy²B₂ shows that the isolated vacancies number y − zy². The term −zy² is the exclusion of vacancies from the neighbourhood of others. It is smaller than y by the factor zy and is dropped in the formula for c, whereas zy²B₂ is kept because B₂ may be large.

These counts can be tested where the problem is solvable without a dilute expansion. In a chain, z = 2, and a transfer matrix treats hosts, solutes and vacancies with a free number of sites. For a bond factor B_s = 20, the Lomer equation predicts that (c/y − 1)/x tends to 2 × 19 = 38 at small x, while a coefficient −(z + 1)x would give 37. The computed value at x = 10⁻⁴ is 38.036. The remainder is the additive second-order term, xf² = 10⁻⁴ × 19² = 0.036. For divacancies with B₂ = 20, the corresponding slope (c/y − 1)/y is 38.011, again close to 38. In a periodic face-centred cubic crystal of 108 sites, direct enumeration finds 648 = 6 × 108 placements of a divacancy and 1296 = 12 × 108 placements of a solute–vacancy pair, as the factors z/2 and z require for z = 12.

## Apparent enthalpy, curvature and a worked example

The symbols carried over are these. The isolated vacancy in the pure host has site fraction y = exp(−g₁/kT); z is the coordination number and x the solute fraction. The binding free energies g₂ and g_s, positive for attraction, enter through B₂ = exp(g₂/kT) and B_s = exp(g_s/kT). The fraction of vacant sites is

c = y(1 − zx) + zxyB_s + zy²B₂,

where the terms belong to vacancies without a partner, solute–vacancy pairs and divacancies. The middle term is c_p, and the last is 2c₂.

Let β = 1/kT, and split each free energy into an enthalpy and an entropy:

g₁ = h₁ − T s₁,  g₂ = h₂ − T s₂,  g_s = h_s − T s_s.

If these enthalpies and entropies are constant, each term of c has the form A exp(−βH):

alone: A₁ = (1 − zx) exp(s₁/k), H₁ = h₁,

solute pair: A_p = zx exp[(s₁ − s_s)/k], H_p = h₁ − h_s,

divacancy: A₂ = z exp[(2s₁ − s₂)/k], H₂ = 2h₁ − h₂.

The entropy of binding enters with a minus sign because exp(βg_s) = exp(βh_s) exp(−s_s/k). The enthalpy H₂ is that of the whole divacancy, not half of it, because it governs how the number of divacancies changes with temperature.

Let wᵢ = Aᵢ exp(−βHᵢ)/c be the fraction of all vacant sites that belongs to population i. The enthalpy read from the local slope of an Arrhenius plot is

H_app = −d ln c/dβ = (1/c) Σᵢ Aᵢ Hᵢ exp(−βHᵢ) = Σᵢ wᵢHᵢ.

It is the average formation enthalpy of the populations, weighted by vacant sites. To obtain the curvature, differentiate ln wᵢ = ln Aᵢ − βHᵢ − ln c:

dwᵢ/dβ = wᵢ(−Hᵢ + H_app).

Then

d² ln c/dβ² = −dH_app/dβ = −Σᵢ Hᵢ dwᵢ/dβ = Σᵢ wᵢHᵢ² − H_app Σᵢ wᵢHᵢ.

The last sum is H_app, so that

d² ln c/dβ² = Σᵢ wᵢHᵢ² − H_app² = Σᵢ wᵢ(Hᵢ − H_app)² ≥ 0.

The curvature is the variance of the formation enthalpy, written Var(H) below. The inequality needs positive weights, and this is why zx < 1 was required. It holds for solute–vacancy attraction and repulsion alike. For the vacancy–vacancy interaction it relies on dropping the exclusion term −zy². Keeping that term in the pure host, ln c ≈ ln y + zy(B₂ − 1). Since yB₂ varies as exp[−β(h₁ − h₂)] and y as exp(−βh₁), the curvature is zy[B₂(h₁ − h₂)² − h₁²]. This vanishes when vacancies do not interact and is negative whenever B₂(h₁ − h₂)² < h₁², as for strong repulsion. Since dβ/dT = −1/(kT²), it also follows that

dH_app/dT = Var(H)/(kT²).

Heating favours the populations of higher enthalpy, and the plot steepens towards high temperature. For 0 < h₂ < h₁ and h_s > 0 the order is H_p < H₁ < H₂: solute pairs flatten the plot on the cold side, and divacancies steepen it on the hot side.

A curved plot does not by itself prove that such complexes are present. If the enthalpies depend on temperature, the Gibbs–Helmholtz relation d(βg)/dβ = h still gives H_app = Σᵢ wᵢHᵢ, but its derivative acquires a second part:

dH_app/dT = Var(H)/(kT²) + Σᵢ wᵢ dHᵢ/dT.

A formation enthalpy that rises with temperature imitates the effect of complexes. One that falls can cancel or reverse it.

The intercept of the Arrhenius plot is affected as well. From the definition of wᵢ, the relation ln c = ln Aᵢ − βHᵢ − ln wᵢ holds for each population. Multiply it by wᵢ and sum, using Σᵢ wᵢ = 1:

ln c = Σᵢ wᵢ ln Aᵢ − βH_app − Σᵢ wᵢ ln wᵢ.

The tangent to the plot at β, extended to β = 0, therefore has the intercept

I = ln c + βH_app = Σᵢ wᵢ ln Aᵢ − Σᵢ wᵢ ln wᵢ.

For isolated vacancies alone in the pure host this is s₁/k. In general it contains the orientation factors, the solute fraction and an entropy of mixing between the populations. Moreover,

dI/dβ = −H_app + H_app + β dH_app/dβ = −β Var(H),

so the apparent enthalpy and the apparent intercept rise together on heating.

For solute pairs without divacancies the curvature has a simple maximum. With w the fraction of vacancies that are paired, the two enthalpies differ by h_s, and

Var(H) = w(1 − w)h_s².

This is largest at w = 1/2, where it equals h_s²/4. Equal populations mean

zxB_s = 1 − zx,

and for s_s = 0 this gives the crossover temperature

T_× = h_s / {k ln[(1 − zx)/(zx)]}.

At this point the condition for additive binding from the first half fails, however dilute the alloy. With f = B_s − 1, the crossover has zxf = 1 − 2zx, and the ratio of the second-order to the first-order term is

(z − 1)xf/2 = (z − 1)(1 − 2zx)/(2z),

which tends to (z − 1)/(2z) as x tends to zero. For z = 12 this is 11/24, or 0.46. The Lomer crossover is thus a property of saturating binding. If binding is additive, the number of solutes around a vacancy follows a binomial distribution in which each of the z sites is occupied with probability

p = xB_s/(1 − x + xB_s),

and the enthalpy variance is z p(1 − p)h_s².

As an example, take a model face-centred cubic crystal, z = 12, with the round parameters h₁ = 0.70 eV, s₁ = 1.0 k, h₂ = 0.20 eV, h_s = 0.15 eV, no binding entropies, and x = 0.001. They are not fitted to any material. At 600 K, kT = 8.617 × 10⁻⁵ × 600 = 0.05170 eV, and

y = exp(1 − 0.70/0.05170) = 3.59 × 10⁻⁶.

The bond factors are B_s = exp(0.15/0.05170) = 18.2 and B₂ = exp(0.20/0.05170) = 47.9. Hence, with unrounded values carried through,

c_p = 12 × 0.001 × 3.59 × 10⁻⁶ × 18.2 = 7.83 × 10⁻⁷,

c₂ = 6 × (3.59 × 10⁻⁶)² × 47.9 = 3.69 × 10⁻⁹,

c = 0.988 × 3.59 × 10⁻⁶ + 7.83 × 10⁻⁷ + 2 × 3.69 × 10⁻⁹ = 4.33 × 10⁻⁶.

Of the vacant sites, 0.783/4.33 = 18.1% belong to solute pairs and 0.0074/4.33 = 0.17% to divacancies. The apparent enthalpy is

H_app = 0.70 − 0.181 × 0.15 + 0.0017 × 0.50 = 0.674 eV.

The factor 0.50 eV is H₂ − H₁ = h₁ − h₂.

In the pure host, divacancies hold 0.03% of the vacant sites at 500 K and 4.9% at 900 K. At the higher temperature

H_app = 0.70 + 0.049 × 0.50 = 0.725 eV,

and the curvature is 0.049 × 0.951 × 0.50² = 0.0117 eV². A population of one vacant site in twenty thus raises the local slope by 0.025 eV, because its enthalpy lies so far above that of the single vacancy.

In the alloy, H_app rises from 0.627 eV at 400 K through 0.658 eV at 500 K to 0.712 eV at 900 K. Between 800 K, where it is 0.696 eV, and 900 K it passes through h₁ = 0.70 eV. This does not mean that isolated vacancies are alone there. The lowering by solute pairs, w_p h_s, and the raising by divacancies, w₂(h₁ − h₂), merely cancel.

The curvature in the alloy is not monotonic. In steps of 100 K from 400 to 900 K, it is 0.0056 eV² at 400 K, smallest at 600 K with 0.0038 eV², and 0.0130 eV² at 900 K. The populations explain this. At 600 K the solute pairs alone would give 0.181 × 0.819 × 0.15² = 0.0033 eV². This part shrinks on further heating, since the paired fraction is already below one half and falling, while the divacancy part grows. For the pairs alone, the crossover lies at

T_× = 0.15/(8.617 × 10⁻⁵ × ln(0.988/0.012)) = 395 K,

with the curvature 0.15²/4 = 0.0056 eV². The value at 400 K is close to this maximum.

A straight line fitted to such data conceals most of this. Let a least-squares line be drawn through ln c at several values βⱼ. Expanding the double sum over all pairs of points shows that

Σⱼ (βⱼ − β̄)(ln cⱼ − mean of ln c) = (1/N) Σ_(j<k) (βⱼ − βₖ)(ln cⱼ − ln cₖ),

where N is the number of points and β̄ the mean of the βⱼ. The same identity with ln c replaced by β gives the denominator of the slope. The fitted slope is therefore an average of the slopes of all chords, with the positive weights (βⱼ − βₖ)². Each chord slope is minus the average of H_app over its interval. The fitted enthalpy must consequently lie between the smallest and the largest H_app in the range. It is a mean over populations and temperatures, and need not equal the enthalpy of any defect.

For 41 points between 500 and 900 K, evenly spaced in 1/T, the fits give

host: 0.704 eV, intercept 1.08,

alloy: 0.679 eV, intercept 0.81.

The isolated vacancy has 0.70 eV and 1.00. In the host the fitted enthalpy is too high by 0.004 eV, in the alloy too low by 0.021 eV. The largest deviations of ln c from the lines are 0.021 and 0.044, or about 2% and 4% in c, so for 41 independent points random scatter of 3% or more would usually hide the curvature of the host. That of the alloy would almost always be detected at 3% scatter and would usually be missed only near 8%. The local intercept varies far more than the fitted one suggests. In the alloy at 500 K, β = 23.21 eV⁻¹ and

I = ln(3.296 × 10⁻⁷) + 23.21 × 0.6577 = 0.34,

while at 900 K the same calculation gives 1.27. Taking either number for s₁/k would be an error.

Extrapolation shows the consequence. At 400 K, β = 29.01 eV⁻¹, and the line fitted to the alloy predicts

ln c = 0.807 − 29.01 × 0.6794 = −18.90,

or c = 6.2 × 10⁻⁹. The three-population formula gives 7.9 × 10⁻⁹, so the line is 22% too low relative to it. The sign follows from the upward curvature: a convex curve rises above its fitted line beyond the cold end of the range.

These numbers rest on the Lomer form, and its error depends on the binding rule. At 400 K Lomer's factor c_L/y is 1.919. Saturating binding gives 1.914, a difference of 0.3%. Additive binding gives 2.425, and relative to this Lomer's factor is 21% too low. At 500 K it is 5% too low relative to additive binding, and at 900 K 0.2%. The curvature is more sensitive still. At 400 K, B_s = 77.6 and p = 0.0776/1.0766 = 0.072, so that additive binding gives 12 × 0.072 × 0.928 × 0.15² = 0.018 eV², about three times the Lomer value. At 600 K, p = 0.0182/1.0172 = 0.0179, and additive binding still gives 12 × 0.0179 × 0.982 × 0.15² = 0.0047 eV² against the Lomer value of 0.0033 eV². The two rules agree on c_L within about 5% above 500 K, but not on the curvature, so the enthalpies and curvatures quoted for the alloy describe saturating binding.

On the hot side other omissions matter. At 900 K, 2.7% of the solutes hold a vacancy, and c_p is too large by about this relative amount if a solute holds at most one. The neglected exclusion term is zy = 12 × 3.27 × 10⁻⁴ = 0.4% of y. Because its enthalpy is 2h₁, its effect on the derivatives is larger: it lowers H_app by about zy h₁ = 0.003 eV and the curvature by about zy h₁² = 0.002 eV², about 15% of the host value of 0.0117 eV². Complexes of a solute with a divacancy can be estimated for additive binding. In the face-centred cubic lattice a divacancy has 18 neighbouring sites, of which 14 touch one vacancy and 4 touch both. To first order in x, its number is multiplied by

1 + 14x(B_s − 1) + 4x(B_s² − 1).

With B_s = 6.92 this is 1 + 0.083 + 0.187 = 1.27. Divacancies hold 4.6% of the vacant sites of the alloy, so the total would rise by about 1.2% in this order, and by 1.4% when the higher orders in x are included. Clusters of three or more vacancies are also left out. Their number needs binding energies of their own, and their effect on the curvature can exceed that of the exclusion term. Suppose every vacancy–vacancy bond contributes h₂. The lattice has 8 nearest-neighbour triangles per site, and at 900 K, where B₂ = 13.2, triangular trivacancies hold 24y²B₂³ = 0.6% of y. Their enthalpy 3h₁ − 3h₂ lies 0.8 eV above h₁, so they add roughly 0.006 × 0.8² = 0.004 eV² to the curvature. Under this rule the expansion of c in powers of y gives, for the host at 900 K, curvatures of 0.010, 0.015 and 0.018 eV² at second, third and fourth order, and H_app of 0.722, 0.728 and 0.731 eV. The values 0.0117 eV² and 0.725 eV therefore belong to the three-population formula only. The numerical check compares the enthalpy, curvature and intercept formulas with finite differences of ln c, for zero and for nonzero binding entropies.

Values computed for the example and the checks

```
Chain test, z=2, bond factor 20 (dimensionless):
  Lomer slope 38.036, divacancy slope 38.011
  pair factor 2.0038, divacancy factor 1.0004
fcc test: sites 108, VV placements 648, solute-V placements 1296
Model: z = 12, solute fraction x = 0.001
  h1 = 0.70 eV, s1 = 1.0 k
  h2 = 0.20 eV, hs = 0.15 eV, binding entropies 0.0 and 0.0 k
  k = 8.617333e-05 eV/K
Site fractions: T/K, y, c2, cp, total host, total alloy
  400 4.1180e-09 3.3683e-14 3.8351e-09 4.1180e-09 7.9038e-09
  500 2.3911e-07 3.5585e-11 9.3265e-08 2.3919e-07 3.2958e-07
  600 3.5855e-06 3.6913e-09 7.8285e-07 3.5929e-06 4.3327e-06
  700 2.4804e-05 1.0165e-07 3.5781e-06 2.5007e-05 2.8287e-05
  800 1.0580e-04 1.2220e-06 1.1185e-05 1.0824e-04 1.1816e-04
  900 3.2694e-04 8.4535e-06 2.7140e-05 3.4385e-04 3.6706e-04
T/K, H_app host/eV, H_app alloy/eV, variance host/eV^2, variance alloy/eV^2
  400 0.7000 0.6272 4.090e-06 5.623e-03
  500 0.7001 0.6577 7.437e-05 4.628e-03
  600 0.7010 0.6737 5.126e-04 3.802e-03
  700 0.7041 0.6846 2.016e-03 4.406e-03
  800 0.7113 0.6961 5.517e-03 7.286e-03
  900 0.7246 0.7119 1.169e-02 1.304e-02
T/K, Lomer factor, saturating factor, additive factor, 2c2/(host total), cp/x
  400 1.9193 1.9143 2.4249 1.636e-05 3.835e-06
  500 1.3780 1.3760 1.4509 2.976e-04 9.327e-05
  600 1.2063 1.2052 1.2270 2.055e-03 7.829e-04
  700 1.1323 1.1315 1.1406 8.130e-03 3.578e-03
  800 1.0937 1.0932 1.0978 2.258e-02 1.118e-02
  900 1.0710 1.0706 1.0734 4.917e-02 2.714e-02
Solute-pair crossover temperature: 394.6 K
Peak curvature, solute pairs only: 5.6249e-03 eV^2
Arrhenius fit 500-900 K, 41 points even in 1/T:
  host: slope enthalpy 0.7037 eV, intercept 1.076, max deviation in ln c 0.0213
  alloy: slope enthalpy 0.6794 eV, intercept 0.807, max deviation in ln c 0.0435
```
